# Binder-Cumulant Crossings and Their Drift for Coupled Double Wells in Two Dimensions

## Result

Consider a periodic $L\times L$ square lattice. Each site carries a displacement $u=u_0s$ in a quartic double well, and neighbours are tied by a spring-like coupling:

$$H=\sum_i W(s_i^2-1)^2+\frac J2\sum_{\langle ij\rangle}(s_i-s_j)^2,\qquad W,J>0 .$$

Let $M=\sum_i s_i$ and define the Binder cumulant

$$U_L=1-\frac{\langle M^4\rangle}{3\langle M^2\rangle^2}.$$

The curves $U_L(T)$ and $U_{2L}(T)$ cross at a temperature $T_x(L)$ that tends to the continuous ordering temperature $T_c$. To leading order at large $L$,

$$T_x(L)-T_c\propto L^{-11/4},\qquad T_c\simeq T_x(2L)+\frac{T_x(2L)-T_x(L)}{2^{11/4}-1}. \tag{1}$$

For $W=0.09$ eV and $J=0.045$ eV this gives $T_c\approx677$ K ($k_BT_c\approx0.058$ eV), with an uncertainty of about 3 K once the doubt about the drift is included.

The statistics are classical and the coupling has short range. The transition is taken to belong to the two-dimensional Ising class, as expected for a scalar order parameter with the symmetry $s\to-s$. The algebra uses the reduced temperature $\theta=k_BT/J$.

## Why the curves cross

Expanding a bond gives $\frac J2(s_i^2+s_j^2)-Js_is_j$. Each site belongs to four bonds and receives $\frac J2s_i^2$ from each, so

$$\frac HJ=\sum_iV(s_i)-\sum_{\langle ij\rangle}s_is_j,\qquad V(s)=\frac WJ(s^2-1)^2+2s^2. \tag{2}$$

Deep in the ordered phase $M=\pm M_0$ with small fluctuations. Then $\langle M^4\rangle=\langle M^2\rangle^2$ and $U_L\to2/3$. Far above $T_c$, $M$ is a sum over many nearly independent regions and becomes Gaussian. Then $\langle M^4\rangle=3\langle M^2\rangle^2$ and $U_L\to0$. A larger lattice passes between these limits over a narrower temperature range, which makes the curves cross.

Near $T_c$, put $t=(T-T_c)/T_c$. The correlation length grows as $|t|^{-\nu}$ with $\nu=1$, so the leading part of $U_L$ depends on $tL$ alone. Expanding it to first order and adding the leading correction,

$$U_L=U^*-a\,tL+b\,L^{-\omega},\qquad a>0. \tag{3}$$

The value $U^*$ belongs to the square shape with periodic boundaries; another shape has another value. Equating (3) for $L$ and $2L$,

$$-atL+bL^{-\omega}=-2atL+2^{-\omega}bL^{-\omega}
\;\Rightarrow\;
t_x=-\frac ba\,(1-2^{-\omega})\,L^{-1-\omega}. \tag{4}$$

If $b$ is negative, the crossings approach $T_c$ from above; if it is positive, from below.

### The correction exponent

At $T_c$ the correlations decay as $r^{-1/4}$, so the singular part of $\langle M^2\rangle/L^4$ scales as $L^{-1/4}$. The susceptibility $\langle M^2\rangle/L^2$ also has a finite regular part, which contributes $L^{-2}$ to the same quantity:

$$\frac{\langle M^2\rangle}{L^4}=A L^{-1/4}+B L^{-2}=A L^{-1/4}\left(1+\frac BA L^{-7/4}\right).$$

Hence $\omega=7/4$ and $1+\omega=11/4$. Corrections of relative order $L^{-2}$ and higher are also expected, so small lattices can show an effective exponent that differs from $11/4$.

A simple picture gives one possible sign of $b$. Suppose $M=M_s+\xi$, where $\xi$ is independent Gaussian noise of variance $v$. With $m_2=\langle M_s^2\rangle$ and $m_4=\langle M_s^4\rangle$,

$$\langle M^2\rangle=m_2+v,\qquad \langle M^4\rangle=m_4+6m_2v+3v^2=m_4-3m_2^2+3(m_2+v)^2,$$

$$U=1-\frac{m_4-3m_2^2+3(m_2+v)^2}{3(m_2+v)^2}
=\frac{3m_2^2-m_4}{3(m_2+v)^2}=U_s\left(1+\frac v{m_2}\right)^{-2},$$

where $U_s$ is the cumulant of $M_s$. Noise lowers the cumulant and makes $b$ negative. Amplitude fluctuations inside the wells may act in this way; that identification is a conjecture.

### Elimination of the drift

Write $T_x(L)=T_c+CL^{-p}$. Then $T_x(L)-T_c=2^p[T_x(2L)-T_c]$, and solving for $T_c$,

$$T_c=\frac{2^pT_x(2L)-T_x(L)}{2^p-1}=T_x(2L)+\frac{T_x(2L)-T_x(L)}{2^p-1}. \tag{5}$$

With $p=11/4$ this is (1).

## Small lattices without sampling noise

Replace the integral over each $s$ by a Gauss rule for the weight $e^{-V(s)/\theta}$. The remaining factors $e^{ss'/\theta}$ are smooth, so few nodes suffice. Let $\alpha$ label the states of a row, $m_\alpha$ its sum of $s$, and $d_\alpha$ the product of its Gauss weights and horizontal bond factors. Let $K_{\alpha\beta}$ be the product of the vertical bond factors between two rows. Then $Z=\mathrm{Tr}\,(DK)^L$, where $D$ is the diagonal matrix of the $d_\alpha$.

The moments are carried along row by row. Start from $G^{(1)}_p(\alpha,\beta)=d_\alpha m_\alpha^pK_{\alpha\beta}$. Adding a row changes the accumulated sum from $M$ to $M+m_\beta$, and the binomial theorem gives

$$G^{(r+1)}_p(\alpha,\gamma)=\sum_\beta\sum_{j=0}^p\binom pj G_j^{(r)}(\alpha,\beta)\,m_\beta^{p-j}d_\beta K_{\beta\gamma}.$$

After $L$ rows, $\langle M^p\rangle=\mathrm{Tr}\,G_p^{(L)}/\mathrm{Tr}\,G_0^{(L)}$.

For a $2\times2$ lattice at $\theta=1.3$, direct integration over the four displacements gives $U_2=0.55349$, and the trace with six nodes gives $0.55358$. For $L=4$, going from five to six nodes changes the cumulant by $9\times10^{-5}$. Both differences are far below the sampling errors met later.

### A case with a known answer

For $W/J\to\infty$ the displacements are locked to $s=\pm1$ and the model becomes the Ising lattice, with $k_BT_c/J=2/\ln(1+\sqrt2)=2.2692$. The same trace then gives noise-free crossings:

| Pair | $k_BT_x/J$ | Error |
|---|---|---|
| (2,4) | 2.0987 | −0.1705 |
| (3,6) | 2.2048 | −0.0644 |
| (4,8) | 2.2357 | −0.0334 |

The last two errors give the effective exponent $\ln(0.0644/0.0334)/\ln(4/3)\approx2.28$. This is below $11/4$, so these sizes are not yet asymptotic. The last two crossings have smaller sizes 3 and 4, so the factor $2^p$ used for doubled sizes becomes $(4/3)^p$. Extrapolating them with $p=11/4$ nevertheless gives 2.2614, which reduces the error from 0.0334 to 0.0078. The extrapolation is useful here, but its correction is too small by about a quarter. That is a warning for the wells.

At the known $T_c$ the Ising cumulants are 0.6172 for $L=4$ and 0.6131 for $L=8$. Extrapolation with $L^{-7/4}$ alone gives $U^*\approx0.6113$; higher corrections, still present at these sizes, leave this about 0.0006 too high. The finite-size values lie above $U^*$, so $b>0$, and by (4) the crossings must lie below $T_c$, as they do. The noise picture therefore does not describe the Ising lattice.

## Sampling the larger lattices

**Amplitude moves.** A site is offered $s'=s+\delta$, with $\delta$ uniform in $(-0.8,0.8)$. With $h$ the sum over its four neighbours, (2) gives

$$\Delta=V(s')-V(s)-h(s'-s),\qquad P_{\rm acc}=\min(1,e^{-\Delta/\theta}).$$

The proposal is symmetric, and the ratio of forward to backward acceptance is $e^{-\Delta/\theta}$, so detailed balance holds. For even $L$, sites of one checkerboard colour do not interact with each other and can be updated together.

**Sign moves.** Near $T_c$ large regions must reverse, which single-site moves do slowly. Write $s_i=\sigma_i|s_i|$ and hold the amplitudes fixed. Since $V$ is even, the signs feel only the bond factors $e^{\kappa\sigma_i\sigma_j}$ with $\kappa=|s_is_j|/\theta$. Each factor can be split as

$$e^{\kappa\sigma_i\sigma_j}=e^{\kappa}\left[(1-p)+p\,\delta_{\sigma_i\sigma_j}\right],\qquad p=1-e^{-2\kappa}.$$

For equal signs the bracket is 1; for opposite signs it is $e^{-2\kappa}$, as required. Read the two terms as an open and a closed bond. Given the signs, a bond between like signs is closed with probability $p$, and one between unlike signs stays open. Given the bonds, every assignment of one sign per connected cluster has the same weight, so each cluster receives a random sign. Both steps draw from conditional distributions of one joint weight, and so the move obeys detailed balance for the signs.

**Reweighting.** A run at $\theta_0$ also gives averages at nearby $\theta$. With $E=H/J$, the ratio of Boltzmann factors is $e^{-gE}$, where $g=1/\theta-1/\theta_0$:

$$\langle M^p\rangle_\theta=\frac{\langle M^pe^{-gE}\rangle_{\theta_0}}{\langle e^{-gE}\rangle_{\theta_0}}.$$

Because $d\langle E\rangle/d(1/\theta)=-\sigma_E^2$, the mean energy moves by about $|g|\sigma_E^2$. The run contains the needed configurations only if this shift is not much larger than $\sigma_E$, that is, if $|g|\sigma_E\lesssim1$. With heat capacity $c\,k_B$ per site, $\sigma_E=\theta_0L\sqrt c$. The heat capacity grows towards $T_c$ and, near it, with $L$. For $c$ between 1 and 3, the largest shift used below ($L=8$, from 760 to 679 K) has $|g|\sigma_E$ between about 1 and 1.7, and the shift for $L=32$ has between about 0.4 and 0.7. The first lies at the edge of the criterion. It remains usable because many configurations are kept: in a normal distribution about 4 % of them lie beyond a shift of $1.7\,\sigma_E$.

On the $4\times4$ lattice sampling can be compared with the trace. At the run temperature the trace gives $U_4=0.5242$ and sampling gives $0.5264\pm0.0024$. For $\langle M^2\rangle/L^4$ the values are 0.4196 and $0.4267\pm0.0039$, a difference of 1.8 standard errors. Reweighting to a temperature 4 % higher gives $0.5017\pm0.0028$ against 0.4994.

## Errors of a crossing

The cumulant is a ratio of averages, and successive configurations are correlated. Independent replicas deal with both points. Let $U_{(k)}$ be the cumulant computed with replica $k$ left out, and $\bar U$ the mean of these $R$ values. The jackknife error is

$$\delta U=\left[\frac{R-1}R\sum_{k=1}^R(U_{(k)}-\bar U)^2\right]^{1/2}.$$

It does not reveal a bias common to all replicas, such as one left by the ordered start. The first 30 to 60 cycles, depending on the size, were discarded for that reason, but the relaxation time was not measured.

Let $D(T)=U_L-U_{2L}$. An error $\delta D$ moves its zero by $-\delta D/D'$, hence

$$\delta T_x=\frac{\sqrt{\delta U_L^2+\delta U_{2L}^2}}{|D'(T_x)|},\qquad D'\simeq\frac{aL}{T_c}. \tag{6}$$

The slope grows as $L$, so a fixed cumulant error locates the crossing more sharply on larger lattices.

## Worked example: a polar hafnia sheet

The parameters are illustrative values for one layer of cells, not energies calculated for hafnia: $W=0.09$ eV, $J=0.045$ eV, cell edge 0.5 nm and $u_0=0.05$ nm. Thus $W/J=2$, and $\theta=1$ corresponds to 522.2 K. Each crossing set the run temperature of the next size.

| Pair | $T_x$ (K) |
|---|---|
| (2,4) | 760.5, no sampling noise (six nodes; the converged value is about 0.1 K higher) |
| (4,8) | 701.3 ± 2.2 |
| (8,16) | 687.0 ± 2.2 |
| (16,32) | 678.9 ± 1.5 |

The crossings fall towards $T_c$, opposite to the Ising case. By (4) this means $b<0$, and the cumulants agree: at 678.9 K, $U_8=0.598$ lies below $U_{16}=U_{32}=0.607$.

### Is the drift over?

The last change is $-8.1\pm3.7$ K. The two crossings share the $L=16$ data with opposite effect, so their errors are added linearly. The change is 2.2 times its error, and the sequence cannot be called converged on this evidence. Equation (1) gives the remaining drift:

$$\frac{-8.06}{2^{11/4}-1}=\frac{-8.06}{5.73}=-1.4\ \text{K},\qquad T_c=678.9-1.4=677.5\ \text{K}.$$

Independent errors would give $\pm1.8$ K; linear addition gives $1.175\times1.50+0.175\times2.15\approx2.1$ K.

The exponent is a further source of error. The first two changes, $-59.2$ and $-14.3$ K, have the ratio 4.1, an effective exponent near 2. With $p=2$ in (5), the correction would be $-8.06/3=-2.7$ K, which is 1.3 K more. Adding this to 2.1 K gives the uncertainty of about 3 K stated at the start.

The drift can also be estimated from the height of the cumulant. At the last crossing the errors of $U_{16}$ and $U_{32}$ are 0.0018 and 0.0029, together 0.0034. By (6), $|D'|=0.0034/1.50\approx0.0023$ per kelvin, so $aL\approx1.54$ for $L=16$ and 0.77 for $L=8$. Moving $U_8$ from 678.9 to 677.5 K raises it by $0.77\times0.0021\approx0.0016$, to 0.600. This is 0.0114 below the extrapolated Ising value $U^*\approx0.6113$. Equation (4) then predicts

$$t_x(8)\approx\frac{0.0114\,(1-2^{-7/4})}{0.77}\approx0.0104,$$

or 7 K above $T_c$. The (8,16) crossing should lie near 685 K; it was found at $687.0\pm2.2$ K. The (16,32) crossing should lie $7/6.73\approx1$ K above $T_c$, close to the 1.4 K found by extrapolation. A last change of about 6 K is therefore expected, and the observed 8 K is compatible with drift plus noise.

### Two further comparisons

The first uses no cumulants and no sampling. On an infinite strip of width $L$, the two largest transfer-matrix eigenvalues give the correlation length $\xi_L=1/\ln(\lambda_0/\lambda_1)$. Scaling makes $L/\xi_L$ a function of $tL$, so curves for different widths cross near $T_c$. Widths 5 and 6 cross at 678.9 K. This agrees with the sampled result, though the strip crossing has a finite-width drift of its own: widths 4 and 5 cross near 679.7 K and widths 6 and 7 near 678.5 K, so the crossings are still falling and point to about 678 K.

The second uses the height of the crossing. If two lines of slopes $-aL$ and $-2aL$ carry errors $\delta_1$ and $\delta_2$, they meet at $aLt=\delta_2-\delta_1$, where $U=U^*+2\delta_1-\delta_2$. The error is $\sqrt{(2\times0.0018)^2+0.0029^2}\approx0.005$. The height $0.607\pm0.005$ agrees with the Ising value 0.611.

## What the number leaves out

**Quantum motion.** Four oxygen atoms of 16 atomic mass units each are taken to move together. Diagonalizing one site in the potential $JV(s)$ at the last crossing temperature gives $\langle s^2\rangle=0.4692$, against 0.4695 classically, a change of $-0.05$ %. In mean field, order sets in when $4J\chi=1$, where $\chi$ is the static response of one site to a force on $s$. Classically $k_BT\chi=\langle s^2\rangle$. In quantum statistics $k_BT\chi$ is the average over $0<\tau<\beta$ of $C(\tau)=\langle e^{\tau H_1}se^{-\tau H_1}s\rangle$, with $\beta=1/k_BT$ and $H_1$ the energy of the site. This function is symmetric about $\beta/2$, and for a moving mass $m$ its initial slope is $\frac12\langle[[H_1,s],s]\rangle=-\hbar^2/(2mu_0^2)$. To lowest order in $\hbar^2$ it is therefore the parabola $\langle s^2\rangle-\frac{\hbar^2}{2mu_0^2}\,\tau(1-\tau/\beta)$, whose average is

$$k_BT\chi=\langle s^2\rangle-\frac{\hbar^2}{12mu_0^2k_BT}.$$

The last term is about 0.0004. With the change of $\langle s^2\rangle$ itself, $k_BT\chi$ falls by about 0.13 %. In mean field this suggests a fall of $T_c$ of the order of 1 K.

**Unequal couplings.** Halving the coupling along one lattice direction, with $W$ and the other coupling fixed, moves the strip crossing from 679 to 541 K when the weaker coupling runs along the strip, and to about 539 K when it runs across it, a fall of about 20 %. This far exceeds the numerical error.

**Incomplete screening.** Let the sheet have thickness $d=0.5$ nm, background permittivity $\varepsilon_b=25$ and polarization $P=40$ µC/cm², between short-circuited electrodes of screening length $\lambda=0.01$ nm. Zero total voltage and continuity of the displacement field require, in SI units,

$$E_fd+2\lambda E_s=0,\qquad \varepsilon_bE_f+\frac P{\varepsilon_0}=E_s
\;\Rightarrow\;E_f=-\frac{2\lambda P}{\varepsilon_0(d+2\lambda\varepsilon_b)},$$

where $E_f$ and $E_s$ are the fields in the sheet and in the screening layers. The field is 9.0 MV/cm. Its energy $\frac12P|E_f|d^3$ is $Q=0.141$ eV per cell, about $3J$. Since $P\propto s$, uniform displacement costs an extra $Qs^2$, and the uniform energy per cell becomes $Ws^4-(2W-Q)s^2+W$. The depth of its wells falls from $W=0.09$ eV to

$$\frac{(2W-Q)^2}{4W}=\frac{(0.180-0.141)^2}{0.36}\approx0.004\ \text{eV},$$

far below $k_BT_c$. What remains of the order depends on which cells set the field at a site, and two limits show the range. If the field follows the average over the sheet, it adds $-2Q\langle s\rangle$ to the mean-field force $4J\langle s\rangle$ of the neighbours. In mean field the sum $4J-2Q=0.180-0.282$ eV is negative, and uniform order is lost. On a large sheet even a small $Q$ is enough in this limit: two opposite domains remove a cost that grows as $L^2$ and pay only for walls, whose energy grows as $L$. If the field at each cell follows that cell's own displacement, it is an on-site cost $Qs_i^2$ and leaves the coupling $J$ unchanged. The uniform state with $s^2=(2W-Q)/(2W)\approx0.22$ then still has the lowest energy, but its shallow wells allow order only far below 677 K. With electrodes one cell apart, the sheet is expected to lie between these limits; the intermediate case was not computed. In both, the value 677 K applies only if the bound charge is almost fully compensated, for instance by charge at the interfaces.

**Real films.** Hafnia layers in memory capacitors are roughly 5 to 10 nm thick and polycrystalline, so a one-cell sheet is far from typical. The assumed polarization is also above the rough 20 µC/cm² of many such films, and 9 MV/cm exceeds their breakdown field of a few MV/cm. Real films can depart from complete compensation and equal couplings; for the departures chosen above, the estimates range from a fall of 20 % to an ordering temperature far below 677 K or no uniform order at all. Strain, defects, long-range dipolar forces between cells and coupling to further layers were not sized. Within the model, a use temperature of 358 K is $0.53\,T_c$.

**Order of the transition.** Transformations between polar and non-polar hafnia phases can be discontinuous, and (3) then fails. If ordered states $M=\pm M_0$ have total probability $q$ and the rest of the weight sits near $M=0$, then $\langle M^2\rangle=qM_0^2$ and $\langle M^4\rangle=qM_0^4$, so $U=1-1/(3q)$. This is negative for $q<1/3$. The width of the peak at $M=0$ limits the depth of this dip. Its variance relative to $M_0^2$ falls as $L^{-2}$, so the dip deepens with $L$. Such a dip is a sign that the crossing analysis for a continuous transition should not be used, but small lattices may not show it. The full set of values is in the numerical output below.

## Computed values

```
Well depth W: 0.090 eV; coupling J: 0.045 eV
Cell edge: 0.50 nm; well displacement u0: 0.050 nm
Ratio W/J: 2.00; kelvin per unit theta: 522.20 K
2x2 cumulant at theta=1.3: direct 0.553491, trace 0.553584
Ising ordering temperature, known: 2.269185 J/k_B
Ising crossing (2,4): 2.098693 J/k_B
Ising crossing (3,6): 2.204799 J/k_B
Ising crossing (4,8): 2.235747 J/k_B
Ising effective drift exponent, last two: 2.277
Ising crossing extrapolated with 11/4: 2.261411 J/k_B
Ising cumulant at its T_c: L=4 0.61720, L=8 0.61305
Ising cumulant extrapolated with 7/4: 0.61129
4x4 cumulant: transfer 0.52422, sampled 0.52638 +- 0.00244
4x4 <M^2>/L^4: transfer 0.41960, sampled 0.42669 +- 0.00394
4x4 cumulant change, 5 to 6 Gauss nodes: 9.0e-05
4x4 at 1.04 of run T: transfer 0.49944, reweighted 0.50174 +- 0.00284
Double-well cumulant at last crossing, L=8: 0.5983 +- 0.0013
  run temperature 760.46 K; configurations 60000
Double-well cumulant at last crossing, L=16: 0.6070 +- 0.0018
  run temperature 701.29 K; configurations 30000
Double-well cumulant at last crossing, L=32: 0.6070 +- 0.0029
  run temperature 686.95 K; configurations 13600
Double-well crossing (2,4): 760.46 K, no sampling noise
Double-well crossing (4,8): 701.29 +- 2.17 K
Double-well crossing (8,16): 686.95 +- 2.15 K
Double-well crossing (16,32): 678.89 +- 1.50 K
Last change of crossing: -8.06 +- 3.65 K
Estimated remaining drift: -1.41 K
T_c extrapolated: 677.48 +- 1.80 K
T_c extrapolated, theta: 1.2974 +- 0.0034
k_B T_c extrapolated: 0.05838 eV
Strip crossing, widths 5 and 6: 678.85 K
Strip crossing, one coupling halved: 541.20 K
Single-site <s^2>: classical 0.46945, quantum 0.46922
Relative quantum change of <s^2>: -0.049 %
Polarization: 40 uC/cm2; screening length: 0.010 nm
Background permittivity: 25
Depolarizing field: 9.04 MV/cm
Depolarizing energy per cell: 0.141 eV; over J: 3.13
Use temperature 358 K over T_c: 0.528
```
